\section*{Why a dopant's diffusion activation energy is not its migration barrier}

\section{A slope that the jump barrier cannot give}

In a model with rough parameters for boron in silicon, the diffusivity rises by a factor of 155 between 900 and 1100\,$^\circ$C. Boron moves in this model by one kind of jump, whose barrier is 0.6\,eV. Over the same interval a barrier of 0.6\,eV speeds up the jumps by a factor of only 2.4. Something other than the jump must supply the remaining factor of about 65.

The activation energy of diffusion is defined by the slope of an Arrhenius plot,
\begin{equation}
Q=-\frac{d\ln D}{d\beta},\qquad \beta=\frac{1}{kT},
\label{Qdef}
\end{equation}
where $D$ is the diffusivity and $k$ is Boltzmann's constant. It is tempting to read $Q$ as the height of the barrier that the dopant crosses. That reading is right for an atom that is always ready to jump. A substitutional boron atom is not: it must first meet a self-interstitial, a silicon atom outside the regular lattice sites, and it moves only while the two are paired.

\section{The counter-example in numbers}

Four energies describe the model:
\begin{itemize}
\item $E_f=3.8$\,eV, the formation energy of a free interstitial;
\item $E_b=0.9$\,eV, the binding energy, counted positive as the energy needed to separate the pair;
\item $E_m=0.6$\,eV, the migration barrier of the pair;
\item $E_i=0.3$\,eV, the migration barrier of the free interstitial.
\end{itemize}
The formation entropy is $S_f=2k$ and the binding entropy is set to zero. Each possible jump has the attempt frequency $\nu=10^{13}$\,s$^{-1}$. A dopant has $z=4$ adjacent interstitial sites. A pair jumps as a whole to any of the 12 second-neighbour lattice sites, at the distance $\lambda=0.384$\,nm. This is a simplified picture of the real path, which passes through intermediate positions.

Take a 30\,min anneal at 1000\,$^\circ$C, where $kT=0.1097$\,eV. The equilibrium relations used here are proved in the next section. The fraction of interstitial sites that hold a free interstitial is
\begin{equation}
x=e^{S_f/k}e^{-E_f/kT}=e^{2}e^{-3.8/0.1097}=6.7\times10^{-15}.
\end{equation}
Binding makes a site next to a dopant more likely to be occupied than a distant one, by the factor $e^{E_b/kT}=3653$. With four such sites, the fraction of dopants that are paired is
\begin{equation}
p\simeq z\,x\,e^{E_b/kT}=4\times6.7\times10^{-15}\times3653
=9.8\times10^{-11}.
\end{equation}
While paired, the dopant diffuses with
\begin{align}
d&=2\nu\lambda^2e^{-E_m/kT}\nonumber\\
&=2\times10^{13}\,\mathrm{s^{-1}}\times(3.84\times10^{-8}\,\mathrm{cm})^2\times e^{-0.6/0.1097}\nonumber\\
&=1.24\times10^{-4}\ \mathrm{cm^2/s}.
\end{align}
The long-time diffusivity is the product of the two,
\begin{equation}
D=p\,d=1.2\times10^{-14}\ \mathrm{cm^2/s}.
\end{equation}

The diffusion length $2\sqrt{Dt}$ is 94\,nm. A dopant that was always mobile would have $2\sqrt{dt}=0.95$\,cm, more than the thickness of a wafer. The difference lies in the waiting: during the 1800\,s of the anneal an average dopant is mobile for 0.18\,$\mu$s. In that time it makes about $9\times10^4$ jumps.

The same calculation gives $8.0\times10^{-16}$\,cm$^2$/s at 900\,$^\circ$C and $1.24\times10^{-13}$\,cm$^2$/s at 1100\,$^\circ$C. With $T_1=1173.15$\,K and $T_2=1373.15$\,K, the slope is
\begin{equation}
Q=\frac{k\ln(D_2/D_1)}{1/T_1-1/T_2}
=\frac{8.617\times10^{-5}\times\ln 154.9}{1.2415\times10^{-4}}\ \mathrm{eV}
=3.50\ \mathrm{eV}.
\end{equation}
No jump in the model has a barrier of 3.5\,eV. The slope equals $3.8-0.9+0.6$\,eV, and its largest term, 3.8\,eV, describes how the number of interstitials grows with temperature.

\section{The general statement and its proof}

Suppose that a substitutional dopant moves only while paired with a native defect, that the defects are in thermal equilibrium, that few dopants are paired, that successive pair jumps have independent directions, and that the energies and prefactors do not depend on temperature. The semiconductor is intrinsic, so that doping does not shift the Fermi level. Then
\begin{equation}
D=D_0e^{-Q/kT},\qquad Q=E_f-E_b+E_m .
\label{main}
\end{equation}

\subsection*{How many defects there are}

Place $n$ defects on $N$ equivalent sites. Each costs the free energy $G_f=E_f-TS_f$, where $S_f$ does not include the choice of site. That choice can be made in $W=N!/[n!(N-n)!]$ ways, so the total free energy is $F=nG_f-kT\ln W$. With Stirling's formula, $\ln m!\simeq m\ln m-m$, the linear terms cancel and
\begin{equation}
\ln W\simeq N\ln N-n\ln n-(N-n)\ln(N-n).
\end{equation}
Its derivative is
\begin{equation}
\frac{d\ln W}{dn}=-\ln n-1+\ln(N-n)+1=\ln\frac{N-n}{n}.
\end{equation}
Equilibrium requires $dF/dn=0$, hence $G_f=kT\ln[(N-n)/n]$, or
\begin{equation}
\frac{n}{N-n}=e^{-G_f/kT}.
\end{equation}
For $n\ll N$ the left side is the site fraction $x=n/N$, and
\begin{equation}
x=e^{S_f/k}e^{-E_f/kT}.
\label{x}
\end{equation}
The entropy multiplies $x$ by a constant and leaves the slope alone.

\subsection*{How often a dopant is paired}

Equation (\ref{x}) says that a distant site has the statistical weight $x$ when occupied, relative to 1 when empty. An occupied site next to a dopant has an energy lower by $E_b$, so its weight is $xe^{E_b/kT}$. The dopant holds at most one defect. Its $z$ paired configurations then have the total weight
\begin{equation}
y=z\,x\,e^{E_b/kT},
\label{y}
\end{equation}
against 1 for the unpaired configuration, and the paired fraction is
\begin{equation}
p=\frac{y}{1+y}.
\label{p}
\end{equation}
When $y\ll1$, $p\simeq y$.

The rates lead to the same ratio and show what becomes of $E_i$. Each adjacent site can be entered from four neighbouring sites, each occupied with probability $x$, so an unpaired dopant gains a defect at the rate $4z\,x\,\nu e^{-E_i/kT}$. To leave, the defect must climb its own barrier and the binding energy, so a pair breaks at the rate $4\nu e^{-(E_i+E_b)/kT}$. In equilibrium the two flows balance:
\begin{equation}
(1-p)\,4z\,x\,\nu e^{-E_i/kT}=p\,4\nu e^{-(E_i+E_b)/kT}.
\end{equation}
Dividing by $(1-p)\,4\nu e^{-(E_i+E_b)/kT}$ gives $p/(1-p)=zxe^{E_b/kT}=y$. The barrier $E_i$ cancels because it slows pairing and separation equally.

\subsection*{How far a dopant travels}

After $M$ jumps $\mathbf r_1,\dots,\mathbf r_M$ the mean square displacement is
\begin{equation}
\langle R^2\rangle=\sum_j\langle r_j^2\rangle+\sum_{j\neq l}\langle\mathbf r_j\cdot\mathbf r_l\rangle=M\lambda^2 .
\end{equation}
The second sum vanishes because the directions are independent and average to zero. A pair jumps at the total rate $\Gamma=12\nu e^{-E_m/kT}$, and a dopant is paired for the fraction $p$ of the time, so on average $M=p\Gamma t$. In three dimensions $\langle R^2\rangle=6Dt$, and therefore
\begin{equation}
D=\frac{p\,\Gamma\lambda^2}{6}=p\,d,\qquad d=2\nu\lambda^2e^{-E_m/kT}.
\label{D}
\end{equation}
Inserting (\ref{x}) and (\ref{y}) with $p\simeq y$ gives
\begin{equation}
D=2z\nu\lambda^2e^{S_f/k}\;e^{-E_f/kT}\,e^{+E_b/kT}\,e^{-E_m/kT}.
\end{equation}
The exponents add up to $-(E_f-E_b+E_m)/kT$, which proves (\ref{main}) with $D_0=2z\nu\lambda^2e^{S_f/k}$. In the example $D_0=0.87$\,cm$^2$/s. Binding has a minus sign because it makes pairs more numerous; without it the slope would be 4.4\,eV.

The assumption of independent directions matters. If a defect tends to carry the dopant straight back, as a vacancy can by exchanging places with it twice, the cross terms are negative. $D$ then acquires a correlation factor, and any temperature dependence of that factor raises or lowers $Q$.

\subsection*{A test that starts from the rates}

The result was tested on a network of 64 interstitial sites around one dopant in a periodic cell. The inputs were the rates at which an interstitial is created and removed at distant sites, hops, attaches, detaches and jumps with the dopant; neither $p$ nor $Q$ was supplied. The diffusivity was read from the average of $\cos(\mathbf q\cdot\mathbf R)$, where $\mathbf R$ is the dopant's displacement. For a small wave vector $\mathbf q$ this average decays as $e^{-Dq^2t}$, so its time integral is $1/(Dq^2)$.

Between 900 and 1100\,$^\circ$C the slope was 3.500\,eV. Raising one energy at a time by 0.1\,eV, with the others held fixed, changed it to 3.6\,eV for $E_f$, 3.4\,eV for $E_b$ and 3.6\,eV for $E_m$. For $E_i$ it stayed at 3.5\,eV. These are the signs in (\ref{main}), including the absence of $E_i$.

\section{When the slope changes}

The proof also covers defect concentrations that are imposed from outside, provided that pairing keeps up with them. Equations (\ref{y}), (\ref{p}) and (\ref{D}) then still hold, but (\ref{x}) does not. From $\ln D=\ln y-\ln(1+y)+\ln d$,
\begin{align}
\frac{d\ln D}{d\beta}&=\left(1-\frac{y}{1+y}\right)\frac{d\ln y}{d\beta}-E_m\nonumber\\
&=(1-p)\left(\frac{d\ln x}{d\beta}+E_b\right)-E_m .
\end{align}
Changing the sign gives
\begin{equation}
Q=E_m-(1-p)\left(E_b+\frac{d\ln x}{d\beta}\right).
\label{general}
\end{equation}
In equilibrium $d\ln x/d\beta=-E_f$, and for $p\ll1$ the earlier result returns.

\textbf{Fixed, dilute defects.} If $x$ does not change with temperature and $p\ll1$, then $Q=E_m-E_b=-0.3$\,eV. The network gives the same value for $x=10^{-12}$ between 900 and 1100\,$^\circ$C. Because $E_b>E_m$ here, diffusion becomes slower on heating: heating breaks pairs more effectively than it speeds their jumps. The fixed quantity is the fraction of free defects. If the total number of defects is fixed instead, the result holds only while pairs take a small share of them. With $10^{-12}$ defects per site in total, and doping effects ignored, the slope is about $-0.08$\,eV for $10^{18}$ boron atoms per cm$^3$ and $+0.57$\,eV for $10^{20}$. At 1000\,$^\circ$C this $x$ is about 150 times the equilibrium value, and $D$ is larger by the same factor.

\textbf{Nearly every dopant paired.} As $p\to1$, equation (\ref{general}) gives $Q\to E_m$. Here the slope is indeed the height of the jump barrier. With $x$ fixed at $10^{-4}$, a very high concentration, the paired fraction in the network, read from $D/d$, is 0.997 at 500\,$^\circ$C and 0.984 at 600\,$^\circ$C. The slope between these temperatures is 0.593\,eV. It falls slightly short of 0.6\,eV because heating still separates a few pairs. These figures rest on the rule that a dopant holds at most one defect, which at such an $x$ is an assumption rather than a consequence of dilution.

A dopant that is dissolved as an interstitial and needs no partner is a different case. It has no factor $p$, and its slope is the barrier of its own jump.

\section{What an Arrhenius plot cannot decide}

A straight line with a slope of 3.5\,eV does not reveal the three energies. A lone dopant with a true barrier of 3.5\,eV and the same $\nu$, $\lambda$ and jump directions would give the same slope. Its prefactor would be smaller by $ze^{S_f/k}\simeq30$, but this separates the two pictures only if the attempt frequency and the entropies are known independently.

A change of defect concentration at fixed temperature does separate them. Since $D\propto x$ when few dopants are paired, tenfold interstitial injection at 1000\,$^\circ$C should raise $D$ tenfold. The network gives a factor of 10.00. A lone dopant that needs no defect would not respond.

\section{The model beside real silicon}

Boron in lightly doped silicon has a measured activation energy of roughly 3.5\,eV and a diffusivity of the order of $10^{-14}$\,cm$^2$/s at 1000\,$^\circ$C, so the boron diffusivity of the model lies in the right regime. The parameters were picked for that regime, and the agreement does not confirm the separate energies. These are known less well than their combination. The free-interstitial density in the example, $3\times10^8$\,cm$^{-3}$, is on the low side of estimates that differ by orders of magnitude. A larger $S_f$ or a smaller $E_f$ would raise it. The free interstitial is also described poorly: the product of its diffusivity and $x$ is $1.6\times10^{-18}$\,cm$^2$/s at 1000\,$^\circ$C with a slope of $E_f+E_i=4.1$\,eV, whereas the measured interstitial contribution to self-diffusion is some tens of times larger, with a slope closer to 5\,eV.

High doping breaks the assumption that the semiconductor is intrinsic. Suppose that every mobile pair needs one hole, so that $D$ is multiplied by $h/n_i$, where $h$ is the hole density and $n_i$ the intrinsic carrier density. For $N_A$ ionized acceptors, neutrality requires $h=N_A+n_i^2/h$. The positive root of this quadratic equation is
\begin{equation}
h=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2}.
\end{equation}
Take $n_i\propto T^{3/2}e^{-E_n/kT}$ with $E_n=0.6$\,eV and $n_i=7.7\times10^{18}$\,cm$^{-3}$ at 1000\,$^\circ$C, both rough. For $N_A=10^{18}$\,cm$^{-3}$, $D$ rises by 7\% and $Q$ falls by 0.05\,eV. For $N_A=10^{20}$\,cm$^{-3}$, $D$ rises by a factor of 13 and $Q$ falls by 0.76\,eV, to about 2.7\,eV. The size of this shift follows from $h\simeq N_A$: then $D$ gains the factor $N_A/n_i$, whose contribution to $Q$ is $-(E_n+\tfrac32kT)\simeq-0.76$\,eV. The estimate treats the holes as nondegenerate; at the higher doping, Fermi--Dirac statistics with a rough valence-band density of states raise the factor by about 10\% and lower $Q$ by a further 0.02\,eV. It also keeps the interstitials in equilibrium, which suits uniform doping. In a profile reaching $10^{20}$\,cm$^{-3}$ the pairs can carry more interstitials than free migration does, and the defect concentration then departs from equilibrium.

Two other corrections to the slope are smaller than the shift at the higher doping. A prefactor proportional to $T$ would add $kT=0.11$\,eV, since $-d\ln T/d\beta=kT$. If two mechanisms act in parallel, $D=D_1+D_2$, differentiation gives the weighted mean $Q=(D_1Q_1+D_2Q_2)/D$. A vacancy share of 5\% whose activation energy is 0.5\,eV higher, both values being illustrative, would therefore add 0.025\,eV.

The diffusion equation itself needs many separate pairings. The mean number of jumps before a pair first breaks is the ratio of the two rates,
\begin{equation}
\frac{12\nu e^{-E_m/kT}}{4\nu e^{-(E_i+E_b)/kT}}=3e^{(E_i+E_b-E_m)/kT}\simeq710
\end{equation}
at 1000\,$^\circ$C, which corresponds to a root-mean-square path of $\lambda\sqrt{710}\simeq10$\,nm. Here $E_i$ does matter, although it is absent from $D$: it sets how the same total motion is divided into episodes. In the example the $9\times10^4$ jumps of an average dopant fall into roughly 125 such episodes. Their directions are random, so the mean squares add: the root-mean-square displacement is $\sqrt{125}$ times that of one episode, about 115\,nm, which equals $\sqrt{6Dt}$. A freed interstitial often returns to the same dopant, with a probability of about 0.69 on the lattice of the model. One interstitial therefore supplies about three episodes in close succession and a path of about 18\,nm, and the 125 episodes amount to some 40 independent visits. For a much shorter anneal, or for a doping profile that varies over a distance comparable to this path, $D$ alone no longer describes how the profile spreads. The number of jumps and the path per episode are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough, regime of boron in silicon)
Ef, Eb, Em, Ei = 3.8, 0.9, 0.6, 0.3 eV
formation entropy = 2.0 k; attempt frequency = 1.0e+13 1/s
lattice constant = 0.543 nm; pair jump length = 0.384 nm
defect sites next to dopant = 4; anneal time = 1800 s
kT at 1000 C = 0.1097 eV (T = 1273.15 K)
ACTIVATION ENERGY
formula Ef - Eb + Em = 3.500 eV
rate network, 900 to 1100 C = 3.50000 eV
network slope with Ef raised 0.1 eV = 3.6000 eV
network slope with Eb raised 0.1 eV = 3.4000 eV
network slope with Em raised 0.1 eV = 3.6000 eV
network slope with Ei raised 0.1 eV = 3.5000 eV
prefactor D0 = 0.871 cm2/s
D at 900 C: network 8.025e-16, formula 8.025e-16 cm2/s
D at 1000 C: network 1.217e-14, formula 1.217e-14 cm2/s
D at 1100 C: network 1.243e-13, formula 1.243e-13 cm2/s
D(1100 C)/D(900 C) = 154.9
same ratio for Em alone = 2.37
EXAMPLE AT 1000 C
free interstitials per site = 6.70e-15
free interstitial density = 3.35e+08 cm^-3
binding factor exp(Eb/kT) = 3653
paired fraction of dopants = 9.79e-11
pair diffusivity = 1.24e-04 cm2/s
diffusion length 2 sqrt(Dt) = 93.6 nm
same length if always mobile = 0.95 cm
time mobile during anneal = 0.176 microseconds
pair jumps per dopant during anneal = 8.92e+04
OTHER DEFECT CONDITIONS (network)
D gain for tenfold interstitial injection = 10.0000
slope at fixed x = 1e-12, 900-1100 C = -0.3000 eV
slope at fixed x = 1e-04, 500-600 C = 0.5927 eV
paired fraction there: 500 C 0.9966, 600 C 0.9842
NEGLECTED EFFECTS AT 1000 C
rough intrinsic carrier density = 7.7e+18 cm^-3
doping 1e+18 cm^-3: D factor 1.07, Q shift -0.050 eV
doping 1e+20 cm^-3: D factor 13.13, Q shift -0.756 eV
vacancy share 0.05 with Q higher by 0.5 eV: Q shift 0.025 eV
prefactor proportional to T: Q shift 0.110 eV
leading tunnelling correction to a jump rate = 0.59 %
jumps before first detachment = 712
rms path before first detachment = 10.2 nm
\end{verbatim}
